# Why a Kelvin cross overestimates contact resistivity: a numerical check

```python
"""Kelvin cross: why sheet beyond the contact inflates the contact resistivity.

Result under test, for transfer length << overhang << arm width:
    R_K = kappa * R_s * (overhang + transfer)**2 / width**2,
    kappa = 2 * Gamma(5/4)**2 / Gamma(3/4)**2
R_K      : tap voltage / feed current, with the metal at zero potential
R_s      : sheet resistance;  transfer = sqrt(contact resistivity / R_s)
overhang : sheet margin around the square contact
width    : width of both sheet arms = contact side + 2 * overhang
The formula is compared with a finite-volume solution of the whole cross.
The solver uses the cell size as length unit, R_s = 1 and feed current = 1.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import gamma


def solve_cross(core, front, side, size, transfer, with_tap=True, under=1.0):
    """Potential of the cross and its Kelvin resistance in units of R_s.

    core: arm width; front: gap from feed mouth to contact; side: gap from
    contact to tap mouth; size: contact side; under: sheet resistance below
    the contact relative to the sheet outside. Lengths are in cells.
    """
    arm = int(0.75 * core)
    tap = arm if with_tap else 0
    sheet = np.zeros((core + tap, arm + core), dtype=bool)
    sheet[:core, :] = True
    sheet[core:, arm:] = True
    contact = np.zeros_like(sheet)
    contact[core - side - size:core - side,
            arm + front:arm + front + size] = True
    index = -np.ones(sheet.shape, dtype=int)
    count = int(sheet.sum())
    index[sheet] = np.arange(count)
    conductance = np.where(contact, 1.0 / under, 1.0)
    diagonal = np.zeros(count)
    diagonal[index[contact]] = 1.0 / transfer**2
    rows, cols, values = [], [], []
    low, high = slice(None, -1), slice(1, None)
    every = slice(None)
    for first, second in (((every, low), (every, high)),
                          ((low, every), (high, every))):
        valid = sheet[first] & sheet[second]
        a, b = index[first][valid], index[second][valid]
        ga, gb = conductance[first][valid], conductance[second][valid]
        link = 2.0 * ga * gb / (ga + gb)
        np.add.at(diagonal, a, link)
        np.add.at(diagonal, b, link)
        rows += [a, b]
        cols += [b, a]
        values += [-link, -link]
    rows.append(np.arange(count))
    cols.append(np.arange(count))
    values.append(diagonal)
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(count, count)).tocsc()
    source = np.zeros(count)
    source[index[:core, 0]] = 1.0 / core
    solution = spsolve(matrix, source, permc_spec="MMD_AT_PLUS_A")
    potential = np.full(sheet.shape, np.nan)
    potential[sheet] = solution
    return potential[-1, arm:].mean(), potential, contact, arm


def perfect_contact(core, overhang):
    """Kelvin resistance / R_s when the contact is a perfect sink."""
    return solve_cross(core, overhang, overhang, core - 2 * overhang,
                       1e-3, under=1e-6)[0]


# Corner factor: closed form against direct quadrature of the corner map
kappa = 2 * gamma(1.25)**2 / gamma(0.75)**2
corner_integral = quad(lambda t: np.sqrt(np.sin(t)), 0, np.pi)[0]
assert abs(2 * np.pi / corner_integral**2 / kappa - 1) < 1e-6

# Corner factor from the full cross; corner singularities give order 4/3
factors = []
for core_coarse in (50, 100):
    coarse = perfect_contact(core_coarse, 10) * (core_coarse / 10)**2
    fine = perfect_contact(2 * core_coarse, 20) * (core_coarse / 10)**2
    factors.append(fine + (fine - coarse) / (2**(4 / 3) - 1))
# Remaining finite-width correction is of second order in overhang / width
kappa_numeric = (4 * factors[1] - factors[0]) / 3
assert abs(kappa_numeric / kappa - 1) < 0.02

# Finite transfer length, overhang = width / 20
shift_tests = []
for transfer_cells in (2, 4, 8):
    numeric = solve_cross(160, 8, 8, 144, transfer_cells)[0]
    formula = kappa * ((8 + transfer_cells) / 160)**2
    shift_tests.append((transfer_cells / 8, numeric / formula))
    # asymptotic formula: neglected corner terms are a few per cent
    assert abs(numeric / formula - 1) < 0.10

# Worked example
sheet_resistance = 100.0        # ohm per square
contact_resistivity = 1e-8      # ohm cm2
side_nm, overhang_nm, depth_nm = 1000.0, 250.0, 50.0
feed_current, temperature = 1e-4, 300.0     # A, K
cell_nm = 12.5
width_nm = side_nm + 2 * overhang_nm
area_cm2 = (side_nm * 1e-7)**2
transfer_nm = np.sqrt(contact_resistivity / sheet_resistance) * 1e7
ideal = contact_resistivity / area_cm2
core, margin, size = (int(round(v / cell_nm))
                      for v in (width_nm, overhang_nm, side_nm))
transfer = transfer_nm / cell_nm
kelvin, V, contact, arm = solve_cross(core, margin, margin, size, transfer)
coarse_kelvin = solve_cross(core // 2, margin // 2, margin // 2, size // 2,
                            transfer / 2)[0]
R_kelvin = kelvin * sheet_resistance
R_formula = kappa * sheet_resistance * (
    (overhang_nm + transfer_nm) / width_nm)**2
grid_change = abs(coarse_kelvin / kelvin - 1)
assert grid_change < 0.05
assert abs(R_formula / R_kelvin - 1) < 0.20   # overhang / width is not small

# Mean contact voltage is the ideal reading
mean_contact = V[contact].mean() * sheet_resistance
assert abs(mean_contact / ideal - 1) < 1e-8

# Tap voltage = edge-line average + sideways drop in the overhang
edge = core - margin
entering = V[:core, arm - 1] - V[:core, arm]
side_drop = np.sum(entering[edge:] * (np.arange(margin) + 0.5)) / core
edge_line = 0.5 * (V[edge, arm:] + V[edge - 1, arm:]) / core
front_part = edge_line[:margin].sum()
contact_part = edge_line[margin:margin + size].sum()
back_part = edge_line[margin + size:].sum()
parts_sum = side_drop + front_part + contact_part + back_part
assert abs(parts_sum / kelvin - 1) < 1e-8
contact_columns = slice(arm + margin, arm + margin + size)
side_entry = np.sum(V[edge, contact_columns] - V[edge - 1, contact_columns])
beside_share = entering[edge:].sum()
assert side_drop > 0 and side_entry > 0
unit = sheet_resistance / width_nm**2
estimate_side = unit * overhang_nm**2 / 2
estimate_front = unit * (overhang_nm**2 / 2 + overhang_nm * transfer_nm)
estimate_contact = unit * (overhang_nm * transfer_nm + transfer_nm**2)

# Dependence on the true contact resistivity at fixed geometry
resistivity_scan = []
for rho in (1e-6, 1e-7, 1e-8, 1e-9):
    length = np.sqrt(rho / sheet_resistance) * 1e7 / cell_nm
    reading = sheet_resistance * area_cm2 * solve_cross(
        core, margin, margin, size, length)[0]
    resistivity_scan.append((rho, reading, reading / rho))
ratios = [entry[2] for entry in resistivity_scan]
assert min(ratios) > 1 and np.all(np.diff(ratios) > 0)
floor = perfect_contact(core, margin) * sheet_resistance * area_cm2
assert 0 < floor < resistivity_scan[-1][1]

# Dependence on the overhang at fixed contact
overhang_scan = []
for extra_nm in (0.0, 125.0, 250.0):
    m = int(round(extra_nm / cell_nm))
    value = solve_cross(size + 2 * m, m, m, size, transfer)[0]
    overhang_scan.append((extra_nm, value * sheet_resistance / ideal))
excess = [entry[1] - 1 for entry in overhang_scan]
assert np.all(np.diff(excess) > 0) and excess[0] < 0.1 * excess[-1]
closed = solve_cross(size, 0, 0, size, transfer, with_tap=False)[0]
closed_ratio = closed * sheet_resistance / ideal
assert abs(closed_ratio - 1) < 1e-8

# Inversion of the asymptotic formula
recovered_nm = width_nm * np.sqrt(
    R_kelvin / (kappa * sheet_resistance)) - overhang_nm
recovered_rho = sheet_resistance * (recovered_nm * 1e-7)**2

# Sizes of neglected effects
shift = 4
shift_away = solve_cross(core, margin + shift, margin + shift,
                         size, transfer)[0] / kelvin - 1
shift_near = solve_cross(core, margin - shift, margin - shift,
                         size, transfer)[0] / kelvin - 1
consumed_nm = 10.0
thinned = solve_cross(core, margin, margin, size, transfer,
                      under=depth_nm / (depth_nm - consumed_nm))[0] / kelvin - 1
vertical = sheet_resistance * (depth_nm * 1e-7)**2 / 3 / contact_resistivity
metal_square = 0.1              # ohm per square, rough
peak_voltage = V[contact].max() * sheet_resistance * feed_current
thermal_voltage = sc.k * temperature / sc.e
peak_density = peak_voltage / contact_resistivity
silicon_conductivity = 150.0    # W/(m K), rough bulk value
heating = feed_current**2 * sheet_resistance / (
    2 * silicon_conductivity * width_nm * 1e-9)
mobility = 80.0                 # cm2/Vs, rough
density_m3 = 1 / (sc.e * mobility * 1e-4 * sheet_resistance * depth_nm * 1e-9)
fermi_wavenumber = (3 * np.pi**2 * density_m3 / 6)**(1 / 3)   # six valleys
free_path_nm = sc.hbar * fermi_wavenumber * mobility * 1e-4 / sc.e * 1e9
atomic_ohm = sc.hbar / sc.e**2

print(f"corner factor kappa, closed form: {kappa:.4f}")
print(f"corner factor, full cross extrapolated: {kappa_numeric:.4f}")
print(f"same at overhang/width 0.2 and 0.1: {factors[0]:.4f}, {factors[1]:.4f}")
for ratio, agreement in shift_tests:
    print(f"transfer/overhang {ratio:.2f}: numeric/formula {agreement:.3f}")
print(f"sheet resistance: {sheet_resistance:.0f} ohm per square")
print(f"true contact resistivity: {contact_resistivity:.1e} ohm cm2")
print(f"contact side, overhang: {side_nm:.0f}, {overhang_nm:.0f} nm")
print(f"arm width, transfer length: {width_nm:.0f}, {transfer_nm:.1f} nm")
print(f"cell size of main grid: {cell_nm:.1f} nm")
print(f"ideal resistance: {ideal:.3f} ohm")
print(f"mean contact voltage / current: {mean_contact:.3f} ohm")
print(f"Kelvin resistance, full cross: {R_kelvin:.3f} ohm")
print(f"Kelvin resistance, formula: {R_formula:.3f} ohm")
print(f"change on doubling the cell: {100 * grid_change:.2f} %")
print(f"parasitic resistance: {R_kelvin - ideal:.3f} ohm")
print(f"parasitic resistance: {(R_kelvin - ideal) / atomic_ohm:.3e} hbar/e2")
print(f"apparent resistivity: {R_kelvin * area_cm2:.3e} ohm cm2")
print(f"parasitic voltage: {(R_kelvin - ideal) * feed_current * 1e3:.3f} mV")
print(f"part, side overhang: {side_drop * sheet_resistance:.3f} ohm")
print(f"part, front overhang: {front_part * sheet_resistance:.3f} ohm")
print(f"part, contact edge: {contact_part * sheet_resistance:.3f} ohm")
print(f"part, back overhang: {back_part * sheet_resistance:.3f} ohm")
print(f"estimate, side overhang: {estimate_side:.3f} ohm")
print(f"estimate, front overhang: {estimate_front:.3f} ohm")
print(f"estimate, contact edge: {estimate_contact:.3f} ohm")
print(f"current entering beside contact, tap side: {100 * beside_share:.1f} %")
print(f"current crossing tap-side contact edge: {100 * side_entry:.1f} %")
for rho, reading, ratio in resistivity_scan:
    print(f"true {rho:.0e}, apparent {reading:.3e} ohm cm2, ratio {ratio:.2f}")
print(f"apparent floor, perfect contact: {floor:.3e} ohm cm2")
for extra_nm, ratio in overhang_scan:
    print(f"overhang {extra_nm:.0f} nm: apparent/true {ratio:.3f}")
print(f"no overhang, averaging edge for tap: ratio {closed_ratio:.6f}")
print(f"resistivity from inverted formula: {recovered_rho:.2e} ohm cm2")
print(f"misalignment on each axis: {shift * cell_nm:.0f} nm")
print(f"R_K change, away from / toward inner corner: "
      f"{100 * shift_away:+.1f}, {100 * shift_near:+.1f} %")
print(f"layer depth, silicon consumed: {depth_nm:.0f}, {consumed_nm:.0f} nm")
print(f"R_K change from consumed silicon: {100 * thinned:+.1f} %")
print(f"vertical resistance / contact resistivity: {100 * vertical:.1f} %")
print(f"one metal square / R_K: {100 * metal_square / R_kelvin:.1f} % "
      f"(metal {metal_square:.1f} ohm per square)")
print(f"feed current, temperature: {feed_current * 1e6:.0f} uA, "
      f"{temperature:.0f} K")
print(f"peak contact voltage, kT/e: {peak_voltage * 1e3:.3f}, "
      f"{thermal_voltage * 1e3:.2f} mV")
print(f"peak contact current density: {peak_density:.2e} A/cm2")
print(f"heating, one sheet square: {heating * 1e3:.2f} mK "
      f"(silicon {silicon_conductivity:.0f} W/(m K))")
print(f"mobility, carrier density: {mobility:.0f} cm2/Vs, "
      f"{density_m3 * 1e-6:.2e} cm-3")
print(f"mean free path: {free_path_nm:.1f} nm")
print("finished without a failed check")
```

It prints:

```
corner factor kappa, closed form: 1.0942
corner factor, full cross extrapolated: 1.0933
same at overhang/width 0.2 and 0.1: 1.1399, 1.1050
transfer/overhang 0.25: numeric/formula 0.990
transfer/overhang 0.50: numeric/formula 0.974
transfer/overhang 1.00: numeric/formula 0.962
sheet resistance: 100 ohm per square
true contact resistivity: 1.0e-08 ohm cm2
contact side, overhang: 1000, 250 nm
arm width, transfer length: 1500, 100.0 nm
cell size of main grid: 12.5 nm
ideal resistance: 1.000 ohm
mean contact voltage / current: 1.000 ohm
Kelvin resistance, full cross: 6.079 ohm
Kelvin resistance, formula: 5.957 ohm
change on doubling the cell: 0.02 %
parasitic resistance: 5.079 ohm
parasitic resistance: 1.236e-03 hbar/e2
apparent resistivity: 6.079e-08 ohm cm2
parasitic voltage: 0.508 mV
part, side overhang: 1.602 ohm
part, front overhang: 2.778 ohm
part, contact edge: 1.500 ohm
part, back overhang: 0.199 ohm
estimate, side overhang: 1.389 ohm
estimate, front overhang: 2.500 ohm
estimate, contact edge: 1.556 ohm
current entering beside contact, tap side: 17.7 %
current crossing tap-side contact edge: 15.5 %
true 1e-06, apparent 1.075e-06 ohm cm2, ratio 1.08
true 1e-07, apparent 1.679e-07 ohm cm2, ratio 1.68
true 1e-08, apparent 6.079e-08 ohm cm2, ratio 6.08
true 1e-09, apparent 3.963e-08 ohm cm2, ratio 39.63
apparent floor, perfect contact: 3.127e-08 ohm cm2
overhang 0 nm: apparent/true 1.056
overhang 125 nm: apparent/true 3.479
overhang 250 nm: apparent/true 6.079
no overhang, averaging edge for tap: ratio 1.000000
resistivity from inverted formula: 1.07e-08 ohm cm2
misalignment on each axis: 50 nm
R_K change, away from / toward inner corner: +29.3, -25.7 %
layer depth, silicon consumed: 50, 10 nm
R_K change from consumed silicon: +4.3 %
vertical resistance / contact resistivity: 8.3 %
one metal square / R_K: 1.6 % (metal 0.1 ohm per square)
feed current, temperature: 100 uA, 300 K
peak contact voltage, kT/e: 0.986, 25.85 mV
peak contact current density: 9.86e+04 A/cm2
heating, one sheet square: 2.22 mK (silicon 150 W/(m K))
mobility, carrier density: 80 cm2/Vs, 1.56e+20 cm-3
mean free path: 4.8 nm
finished without a failed check
```
